# Kurtosis of a Depth-Integrated Lateral Implant Profile with Gaussian Slices: verification in Python

```python
# Result under test: if ions at depth x have a centred Gaussian lateral
# distribution of variance v(x), the depth-integrated lateral profile f(y)
# has kurtosis 3*E[v^2]/E[v]^2, where E averages over the stopping depths.
# It exceeds 3 whenever v varies over the populated depths.
# Example model: Gaussian depth profile (mean RANGE, std STRAGGLE) and
# v = WIDTH^2 * exp(-TREND*(x-RANGE)/STRAGGLE). Lengths are in nm.
# g(y) denotes the single Gaussian with the same variance as f(y).
import numpy as np
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import erfc
from scipy.stats import norm, pearson3

RANGE, STRAGGLE, WIDTH, TREND = 300.0, 70.0, 80.0, 0.3
lateral = np.arange(-1600.0, 1601.0, 4.0)


def normalised(values):
    return values / values.sum()


def slice_std(depth, trend=TREND):
    return WIDTH * np.exp(-0.5 * trend * (depth - RANGE) / STRAGGLE)


def profile(weight, std, centre=0.0, y=lateral):
    centre = np.broadcast_to(centre, std.shape)
    return weight @ norm.pdf(y[None, :], centre[:, None], std[:, None])


def shape(density, y=lateral):
    """Variance, skewness and kurtosis integrated from a density."""
    prob = normalised(density)
    dev = y - prob @ y
    var = prob @ dev**2
    return var, (prob @ dev**3) / var**1.5, (prob @ dev**4) / var**2


# Full Gaussian depth profile, including its tiny part outside the solid
depth = np.arange(-299.5, 900.0, 1.0)
weight = normalised(norm.pdf(depth, RANGE, STRAGGLE))
std = slice_std(depth)
f = profile(weight, std)
var_num, skew_num, kurt_num = shape(f)
V = WIDTH**2 * np.exp(TREND**2 / 2)
rms = np.sqrt(V)
kurt_formula = 3 * np.exp(TREND**2)
spread = np.exp(TREND**2) - 1       # Var(v)/E[v]^2
assert abs(var_num / V - 1) < 1e-6
assert abs(kurt_num - kurt_formula) < 1e-5
assert abs(skew_num) < 1e-8

# General law for different depth profiles and variance trends in the solid
solid = np.arange(0.5, 900.0, 1.0)
scaled = (solid - RANGE) / STRAGGLE
gauss_weight = normalised(norm.pdf(solid, RANGE, STRAGGLE))
skew_weight = normalised(pearson3.pdf(solid, -1.0, RANGE, STRAGGLE))
trends = {"falling": slice_std(solid), "rising": slice_std(solid, -TREND),
          "parabolic": 60 + 6 * scaled**2,
          "constant": np.full_like(solid, WIDTH)}
kurt_case = {}
for depth_name, w in (("gauss", gauss_weight), ("skewed", skew_weight)):
    for trend_name, s in trends.items():
        k = shape(profile(w, s))[2]
        mean_v = w @ s**2
        relative = (w @ (s**2 - mean_v)**2) / mean_v**2
        assert abs(k - 3 * (1 + relative)) < 1e-5
        if trend_name == "constant":
            assert abs(k - 3) < 1e-8
        else:
            assert k > 3.01
        kurt_case[depth_name, trend_name] = k

# Shape compared with the Gaussian g of equal variance


def f_at(y):
    return profile(weight, std, y=np.atleast_1d(y))


def difference(y):
    return f_at(y)[0] - norm.pdf(y, 0, rms)


half = np.arange(0.0, 801.0, 4.0)
signs = np.sign(f_at(half) - norm.pdf(half, 0, rms))
changes = np.flatnonzero(np.diff(signs))
assert len(changes) == 2 and signs[0] > 0 and signs[-1] > 0
inner, outer = [brentq(difference, half[i], half[i + 1]) for i in changes]
squares = np.linspace(0, 500.0**2, 400)
roots = np.sqrt(squares)
ratio = f_at(roots) / norm.pdf(roots, 0, rms)
assert np.all(np.diff(ratio, 2) > 0)
assert abs(ratio[0] - np.exp(3 * TREND**2 / 8)) < 1e-7
gap = f - norm.pdf(lateral, 0, rms)
crossing_integral = 4.0 * np.sum(
    gap * (lateral**2 - inner**2) * (lateral**2 - outer**2))
assert abs(crossing_integral / (3 * spread * V**2) - 1) < 1e-4
probe = np.array([0.0, 1.5, 4.0]) * rms
probe_ratio = f_at(probe) / norm.pdf(probe, 0, rms)
shallow = depth < RANGE
shallow_share = profile(weight[shallow], std[shallow], y=probe) / f_at(probe)
assert shallow_share[0] < 0.5 and shallow_share[2] > 0.9

# Depth-integrated dose under an opaque mask edge beside a wide opening


def masked_fraction(distance):
    return weight @ (0.5 * erfc(distance / (np.sqrt(2) * std)))


EDGE = 300.0
tail = lateral >= EDGE
direct_tail = simpson(f[tail], x=lateral[tail])
assert abs(direct_tail / masked_fraction(EDGE) - 1) < 1e-4
LEVEL = 1e-4
reach_f = brentq(lambda d: masked_fraction(d) - LEVEL, 100, 800)
reach_g = rms * norm.isf(LEVEL)
assert reach_f > reach_g

# Flatter slices: two equal Gaussian lobes, total slice variance still v
FLAT = 2.7
lobe = ((3 - FLAT) / 2)**0.25
narrow = std * np.sqrt(1 - lobe**2)
flat_density = 0.5 * (profile(weight, narrow, lobe * std)
                      + profile(weight, narrow, -lobe * std))
kurt_flat = shape(flat_density)[2]
assert abs(kurt_flat - FLAT * (1 + spread)) < 1e-5
assert kurt_flat < 3
flat_limit = 3 / (1 + spread)

# Slice centres that slide with depth


def sliding_kurtosis(w, s, m):
    m = m - w @ m
    fourth = w @ (m**4 + 6 * m**2 * s**2 + 3 * s**4)
    return fourth / (w @ (m**2 + s**2))**2


TILT = 7.0
centre = np.tan(np.radians(TILT)) * (depth - RANGE)
_, skew_tilt, kurt_tilt = shape(profile(weight, std, centre))
assert abs(kurt_tilt - sliding_kurtosis(weight, std, centre)) < 1e-5
box = np.arange(0.5, 600.0, 1.0)
box_weight = normalised(np.ones_like(box))
box_std = np.full_like(box, WIDTH)
kurt_box = shape(profile(box_weight, box_std, box - RANGE))[2]
assert abs(kurt_box - sliding_kurtosis(box_weight, box_std, box)) < 1e-5
assert kurt_box < 3

# A narrow channelled component
CHANNELLED, CHANNEL_STD = 0.05, 20.0
channel_density = ((1 - CHANNELLED) * f
                   + CHANNELLED * norm.pdf(lateral, 0, CHANNEL_STD))
kurt_channel = shape(channel_density)[2]

# Linear anneal: two-dimensional diffusion with a reflecting surface
LENGTH, CELL, NUMBER = 40.0, 10.0, 0.2   # NUMBER = D*dt/CELL^2
xs = np.arange(5.0, 900.0, CELL)
ys = np.arange(-1600.0, 1601.0, CELL)
cell_weight = normalised(norm.pdf(xs, RANGE, STRAGGLE))
cell_var = slice_std(xs)**2
conc = cell_weight[:, None] * norm.pdf(
    ys[None, :], 0, np.sqrt(cell_var)[:, None])
for _ in range(round(LENGTH**2 / (2 * NUMBER * CELL**2))):
    p = np.pad(conc, 1, mode="edge")
    conc = conc + NUMBER * (p[2:, 1:-1] + p[:-2, 1:-1]
                            + p[1:-1, 2:] + p[1:-1, :-2] - 4 * conc)
var_anneal, _, kurt_anneal = shape(conc.sum(axis=0), ys)
cell_mean = cell_weight @ cell_var
cell_spread = cell_weight @ (cell_var - cell_mean)**2
anneal_formula = 3 + 3 * cell_spread / (cell_mean + LENGTH**2)**2
assert abs(var_anneal / (cell_mean + LENGTH**2) - 1) < 1e-5
# the finite cell size changes the fourth cumulant by a few parts in 10^3
assert abs(kurt_anneal - anneal_formula) < 2e-3
kurt_after = 3 + 3 * spread * V**2 / (V + LENGTH**2)**2

print(f"Mean depth R: {RANGE:.0f} nm")
print(f"Depth standard deviation S: {STRAGGLE:.0f} nm")
print(f"Slice width s at R: {WIDTH:.0f} nm")
print(f"Trend c: {TREND:.2f} (dimensionless)")
for label, x in (("R-S", RANGE - STRAGGLE), ("R+S", RANGE + STRAGGLE)):
    print(f"Slice width at {label}: {slice_std(x):.2f} nm")
print(f"Mean lateral variance V: {V:.1f} nm^2")
print(f"Total lateral rms width: {rms:.2f} nm")
print(f"Var(v)/V^2: {spread:.5f} (dimensionless)")
print(f"Kurtosis, formula: {kurt_formula:.5f} (dimensionless)")
print(f"Kurtosis, integrated density: {kurt_num:.5f} (dimensionless)")
print(f"Small-trend excess 3c^2: {3 * TREND**2:.4f} (dimensionless)")
print(f"Inner crossing of f and g: {inner:.2f} nm")
print(f"Outer crossing of f and g: {outer:.2f} nm")
for label, r, q in zip(("0", "1.5 rms", "4 rms"), probe_ratio, shallow_share):
    print(f"f/g at y={label}: {r:.4f} (dimensionless)")
    print(f"Share of f from x<R at y={label}: {100 * q:.1f} %")
print(f"Masked dose fraction at {EDGE:.0f} nm, f: "
      f"{masked_fraction(EDGE):.3e} (dimensionless)")
print(f"Masked dose fraction at {EDGE:.0f} nm, g: "
      f"{norm.sf(EDGE / rms):.3e} (dimensionless)")
print(f"Distance to dose fraction {LEVEL:.0e}, f: {reach_f:.1f} nm")
print(f"Distance to dose fraction {LEVEL:.0e}, g: {reach_g:.1f} nm")
print(f"Extra distance, f minus g: {reach_f - reach_g:.1f} nm")
print(f"Depth Gaussian outside solid: {norm.cdf(-RANGE / STRAGGLE):.2e} "
      "(fraction)")
print(f"Kurtosis with surface cut: {kurt_case['gauss', 'falling']:.5f}")
print("Kurtosis, depth skewness -1 before surface cut, v falling: "
      f"{kurt_case['skewed', 'falling']:.4f}")
print("Kurtosis, depth skewness -1 before surface cut, v rising: "
      f"{kurt_case['skewed', 'rising']:.4f}")
print(f"Kurtosis, constant v, skewed depth: "
      f"{kurt_case['skewed', 'constant']:.5f}")
print(f"Kurtosis with slice kurtosis {FLAT:.1f}: {kurt_flat:.4f}")
print(f"Slice kurtosis that gives total 3: {flat_limit:.4f}")
print(f"Kurtosis with {TILT:.0f} degree tilt: {kurt_tilt:.4f}")
print(f"Lateral skewness with {TILT:.0f} degree tilt: {skew_tilt:.4f}")
print("Kurtosis, constant v, uniform depth 0-600 nm, centre slope 1: "
      f"{kurt_box:.4f}")
print(f"Kurtosis with {100 * CHANNELLED:.0f} % channelled, width "
      f"{CHANNEL_STD:.0f} nm: {kurt_channel:.4f}")
print(f"Anneal length L: {LENGTH:.0f} nm")
print(f"Kurtosis after anneal, formula: {kurt_after:.4f}")
print(f"Kurtosis after anneal, 2D diffusion: {kurt_anneal:.4f}")
print("verified")
```

Running it gives:

```
Mean depth R: 300 nm
Depth standard deviation S: 70 nm
Slice width s at R: 80 nm
Trend c: 0.30 (dimensionless)
Slice width at R-S: 92.95 nm
Slice width at R+S: 68.86 nm
Mean lateral variance V: 6694.6 nm^2
Total lateral rms width: 81.82 nm
Var(v)/V^2: 0.09417 (dimensionless)
Kurtosis, formula: 3.28252 (dimensionless)
Kurtosis, integrated density: 3.28252 (dimensionless)
Small-trend excess 3c^2: 0.2700 (dimensionless)
Inner crossing of f and g: 59.22 nm
Outer crossing of f and g: 191.72 nm
f/g at y=0: 1.0343 (dimensionless)
Share of f from x<R at y=0: 44.0 %
f/g at y=1.5 rms: 0.9426 (dimensionless)
Share of f from x<R at y=1.5 rms: 58.0 %
f/g at y=4 rms: 3.1226 (dimensionless)
Share of f from x<R at y=4 rms: 96.9 %
Masked dose fraction at 300 nm, f: 3.754e-04 (dimensionless)
Masked dose fraction at 300 nm, g: 1.229e-04 (dimensionless)
Distance to dose fraction 1e-04, f: 338.7 nm
Distance to dose fraction 1e-04, g: 304.3 nm
Extra distance, f minus g: 34.4 nm
Depth Gaussian outside solid: 9.11e-06 (fraction)
Kurtosis with surface cut: 3.28234
Kurtosis, depth skewness -1 before surface cut, v falling: 3.3583
Kurtosis, depth skewness -1 before surface cut, v rising: 3.2103
Kurtosis, constant v, skewed depth: 3.00000
Kurtosis with slice kurtosis 2.7: 2.9543
Slice kurtosis that gives total 3: 2.7418
Kurtosis with 7 degree tilt: 3.2822
Lateral skewness with 7 degree tilt: -0.0930
Kurtosis, constant v, uniform depth 0-600 nm, centre slope 1: 2.1849
Kurtosis with 5 % channelled, width 20 nm: 3.4342
Anneal length L: 40 nm
Kurtosis after anneal, formula: 3.1840
Kurtosis after anneal, 2D diffusion: 3.1835
verified
```
